# Skewness of Electronic Energy Loss for Fast Helium in Thin Silicon

## Problem

A beam of 2 MeV helium ions crosses 100 nm of silicon at normal incidence. Each ion loses a random energy $\Delta$ to electrons. The asymmetry of its distribution is measured by the skewness

$$\gamma=\frac{\kappa_3}{\kappa_2^{3/2}},\qquad \kappa_2=\langle(\Delta-\langle\Delta\rangle)^2\rangle,\qquad \kappa_3=\langle(\Delta-\langle\Delta\rangle)^3\rangle .$$

Treat the ion as a bare, heavy point charge $Z_1=2$ of constant, non-relativistic speed $v$. Treat all 14 electrons of each silicon atom as free, initially at rest and independently placed. Exclude energy given to nuclei.

(a) Estimate $\gamma$ by scaling. (b) Calculate it within the stated model. (c) Compare the two, and find how binding, electron motion and nuclear collisions change the answer.

Energies are in eV and lengths in nm. The electron mass is $m$, and $C=e^2/(4\pi\varepsilon_0)=1.440$ eV nm. Silicon is given a rough density of 50 atoms per nm³, so the electron density is $n_e=14\times50=700$ nm$^{-3}$. The thickness is $x=100$ nm.

## A first estimate by scaling

The ion-to-electron mass ratio is 7294, so

$$mv^2=\frac{2E}{7294}=\frac{4.00\times10^6\ \text{eV}}{7294}=548.4\ \text{eV}.$$

A collision is hard when the Coulomb energy at the impact parameter is comparable with $mv^2$. This defines the length

$$b_0=\frac{Z_1C}{mv^2}=\frac{2\times1.440}{548.4}\ \text{nm}=0.00525\ \text{nm}.$$

The expected number of electrons within $b_0$ of the ion's path is

$$N=\pi b_0^2n_ex=\pi(0.00525)^2(700)(100)\approx6.1 .$$

Suppose that each of these collisions costs the same energy $T_0$, and ignore the rest. The number of collisions is Poisson distributed, with variance and third central moment both equal to $N$. Thus $\kappa_2=NT_0^2$ and $\kappa_3=NT_0^3$, giving

$$\gamma_{\rm est}=\frac{NT_0^3}{(NT_0^2)^{3/2}}=\frac1{\sqrt N}\approx0.41 .$$

The unknown $T_0$ has cancelled. The estimate predicts that $\gamma$ falls as $x^{-1/2}$, but its numerical factor rests on a crude spectrum of losses.

## Exact solution of the free-electron model

### From collisions to cumulants

In a thin slice $\delta x$, a collision in the cross-section element $d\sigma$ has probability $n_e\,\delta x\,d\sigma$ and changes $e^{ik\Delta}$ by the factor $e^{ikT}$, where $T$ is the energy transfer. The average factor for the slice is therefore

$$1+n_e\,\delta x\int d\sigma\,(e^{ikT}-1).$$

The slices are independent, so their factors multiply. As $\delta x\to0$,

$$\ln\langle e^{ik\Delta}\rangle=n_ex\int d\sigma\,(e^{ikT}-1). \tag{1}$$

The cumulants are defined by $\ln\langle e^{ik\Delta}\rangle=\sum_n\kappa_n(ik)^n/n!$. The second and third are the central moments used above. Expanding the exponential in (1) and comparing powers of $k$ gives

$$\kappa_n=n_ex\int T^n\,d\sigma . \tag{2}$$

A small lower limit $T_{\min}$ is kept for the moment, because distant collisions are too numerous for the mean to converge.

### Energy transfer in one collision

In the ion's frame an electron arrives with speed $v$ and impact parameter $b$, and is deflected by an angle $\theta$. Its speed is unchanged at the end, so its momentum change has magnitude $2mv\sin(\theta/2)$.

The same change follows from the force. Let $\phi$ be the electron's polar angle measured from the line joining the ion to the point of closest approach. By symmetry, only the force component along this line survives. Angular momentum conservation, $mr^2|\dot\phi|=mvb$, gives $dt=r^2d\phi/(vb)$, and hence

$$2mv\sin\frac\theta2=\int_{-\phi_m}^{\phi_m}\frac{Z_1C}{r^2}\cos\phi\,\frac{r^2d\phi}{vb}=\frac{2Z_1C}{vb}\sin\phi_m .$$

For an attractive force the orbit sweeps an angle $2\phi_m=\pi+\theta$, so $\sin\phi_m=\cos(\theta/2)$. Therefore

$$\tan\frac\theta2=\frac{Z_1C}{mv^2b}=\frac{b_0}{b}.$$

A velocity change is the same in both frames, and the electron was at rest in the laboratory. Its final kinetic energy is therefore the squared momentum change divided by $2m$:

$$T=2mv^2\sin^2\frac\theta2=\frac{T_m}{1+b^2/b_0^2},\qquad T_m=2mv^2=1097\ \text{eV}. \tag{3}$$

The last form uses $\sin^2=\tan^2/(1+\tan^2)$. Solving (3) gives $b^2=b_0^2(T_m/T-1)$, so

$$d\sigma=\pi|d(b^2)|=\pi b_0^2T_m\frac{dT}{T^2}
=\frac{2\pi Z_1^2C^2}{mv^2}\frac{dT}{T^2}. \tag{4}$$

### The second and third cumulants

Define

$$\xi=n_ex\,\frac{2\pi Z_1^2C^2}{mv^2}=6652\ \text{eV}.$$

Equations (2) and (4) give

$$\kappa_2=\xi\int_{T_{\min}}^{T_m}dT=\xi(T_m-T_{\min}),\qquad
\kappa_3=\xi\int_{T_{\min}}^{T_m}T\,dT=\frac{\xi}{2}(T_m^2-T_{\min}^2).$$

Both remain finite as $T_{\min}\to0$. Substituting $T_m=2mv^2$ then gives

$$\kappa_2=\xi T_m=4\pi Z_1^2C^2n_ex,\qquad
\kappa_3=\frac{\xi T_m^2}{2}=\kappa_2mv^2,$$

and therefore

$$\boxed{\gamma=\frac{\kappa_2mv^2}{\kappa_2^{3/2}}=\frac{mv^2}{\sqrt{\kappa_2}}} . \tag{5}$$

For the given layer,

$$\kappa_2=4\pi(2)^2(1.440)^2(700)(100)=7.30\times10^6\ \text{eV}^2,$$

so the width is $\sqrt{\kappa_2}=2.70$ keV, and

$$\gamma=\frac{548.4\ \text{eV}}{2701\ \text{eV}}=0.203 .$$

The free-electron skewness is thus about 0.20. As a check on (3) and (4), numerically integrated Coulomb orbits reproduce both cumulants with relative differences of 0.02%.

## Comparison of estimate and solution

In terms of the hard-collision number, $\kappa_2=4\pi b_0^2(mv^2)^2n_ex=4N(mv^2)^2$. Equation (5) becomes

$$\gamma=\frac1{2\sqrt N}.$$

The scaling law was right, but the estimate was too large by a factor of two. The origin of this factor can be seen by choosing $T_0=T_m$. The crude variance $NT_m^2$ then equals the exact $\kappa_2$. The crude third cumulant is $NT_m^3$, whereas the exact one is

$$\kappa_3=\frac{\xi T_m^2}{2}=\frac{NT_m^3}{2},$$

because $\xi=NT_m$. Spreading the losses over the spectrum $1/T^2$ halves the third cumulant at the same variance.

At fixed thickness and target, (5) is proportional to $v^2/Z_1$, that is, to $E/(M_1Z_1)$ for an ion of mass $M_1$. At fixed speed it falls as $x^{-1/2}$, so four times the thickness halves it. This last scaling holds while slowing down is small. The proportionality to energy belongs to the free-electron model: near 2 MeV, the binding and electron motion treated below make the skewness vary less steeply with energy.

## What the skewness does to the distribution

Let $z=(\Delta-\langle\Delta\rangle)/\sqrt{\kappa_2}$. Keeping cumulants up to the third, and expanding to first order in $\gamma$, gives

$$\langle e^{isz}\rangle\simeq e^{-s^2/2}\left[1+\frac{\gamma(is)^3}{6}\right].$$

Under the inverse Fourier transform, each factor $is$ becomes $-d/dz$. Three such derivatives of the Gaussian give

$$p(z)\propto e^{-z^2/2}\left[1+\frac\gamma6(z^3-3z)\right].$$

Setting the derivative of $\ln p$ to zero, again to first order in $\gamma$, gives

$$-z+\frac\gamma6(3z^2-3)=0\quad\Longrightarrow\quad z_{\rm mode}\simeq-\frac\gamma2 .$$

The most probable loss lies below the mean by about $\gamma\sqrt{\kappa_2}/2$.

To calculate a complete distribution, the mean must be made finite. Equation (2) gives $\langle\Delta\rangle=\xi\ln(T_m/T_{\min})$. Choosing $T_{\min}=I^2/T_m$ turns this into the Bethe form $2\xi\ln(T_m/I)$, where $I$ is the mean excitation energy. For silicon, a rough $I=170$ eV gives $T_{\min}=26.4$ eV and a mean loss of 24.8 keV. This cut is a device for fixing the mean, not an actual threshold for every electron.

With $\epsilon=T_{\min}/T_m=0.024$, the finite-cut cumulants change the skewness to

$$\gamma_{\rm cut}=\gamma\frac{1-\epsilon^2}{(1-\epsilon)^{3/2}}=0.210 .$$

Numerical inversion of (1) gives the same value. The mean exceeds the mode by 282 eV, compared with 281 eV from the first-order rule when the finite-cut skewness and width are used in it. The probability of lying more than three standard deviations above the mean is $2.8\times10^{-3}$. Below the mean it is $3.8\times10^{-4}$, about seven times smaller.

## Why nuclear collisions must be excluded

Hard nuclear collisions are rare but can transfer far more energy than collisions with electrons. For a nucleus of mass $M_2$ and charge $Z_2$, and an ion of mass $M_1$, use relative motion with reduced mass $\mu=M_1M_2/(M_1+M_2)$. The orbit argument gives a centre-of-mass deflection $\theta_{\rm cm}$ with $\tan(\theta_{\rm cm}/2)=b_n/b$, where $b_n=Z_1Z_2C/(\mu v^2)$. Repulsion changes the direction of deflection, not its magnitude.

The nucleus starts at rest and receives momentum $2\mu v\sin(\theta_{\rm cm}/2)$. Its energy is

$$T=T_n\sin^2\frac{\theta_{\rm cm}}2,\qquad
T_n=\frac{2\mu^2v^2}{M_2}=\frac{4M_1M_2}{(M_1+M_2)^2}E=873\ \text{keV}.$$

Following the steps that led to (4),

$$d\sigma_n=\pi b_n^2T_n\frac{dT}{T^2}=\frac{2\pi Z_1^2Z_2^2C^2}{M_2v^2}\frac{dT}{T^2}.$$

There are $Z_2$ electrons per nucleus, so the ratios of nuclear to electronic cumulants are

$$\frac{\kappa_{2,n}}{\kappa_2}=Z_2\frac m{M_2}\frac{T_n}{T_m}=0.218,\qquad
\frac{\kappa_{3,n}}{\kappa_3}=Z_2\frac m{M_2}\left(\frac{T_n}{T_m}\right)^2=173 .$$

If every nuclear collision were included, the skewness would be

$$0.203\times\frac{1+173.4}{(1+0.218)^{3/2}}=26.3 .$$

This number even counts ions that are turned back and never cross the layer. Keeping only single deflections below $90^\circ$ in the laboratory reduces the largest transfer to $0.57\,T_n$. The cumulant ratios then fall to 0.124 and 56.6, and the skewness to about 9.8. Both values describe rare, violent events, not the main peak.

Now reject ions that have a single nuclear deflection above $5^\circ$ in the laboratory. In the velocity triangle, the centre-of-mass speed and the ion's speed relative to it are in the ratio $M_1/M_2$. The sine rule therefore gives $\theta_{\rm cm}=\theta_{\rm lab}+\arcsin[(M_1/M_2)\sin\theta_{\rm lab}]$. At the limit the nuclear transfer is 2.17 keV. Since $\kappa_{3,n}$ scales as the square of the largest accepted transfer, its ratio to $\kappa_3$ becomes

$$173.4\left(\frac{2.17}{873.3}\right)^2=1.07\times10^{-3}.$$

The skewness returns to 0.203. The mean number of rejected collisions per ion is only $8.4\times10^{-4}$. A detector that accepts a forward cone approximates this selection, although its limit applies to the total deflection.

## Binding and motion of the electrons

An unrestricted Hartree–Fock calculation for a free silicon atom, in the cc-pVTZ basis, gives a K-shell binding energy, taken as minus the orbital energy, of 1872 eV. This exceeds $T_m$, so an electron at rest could not receive enough energy to leave that shell. Removing the two K electrons while keeping the others free gives $0.203\sqrt{14/12}=0.219$.

The remaining electrons also move. Let an electron have initial velocity $\mathbf u$ and receive momentum $\mathbf q$. The heavy ion loses $T=\mathbf q\cdot\mathbf v$, and energy conservation requires $T=\mathbf q\cdot\mathbf u+q^2/2m$.

With relative speed $w=|\mathbf v-\mathbf u|$, the Coulomb cross section per solid angle is $4m^2Z_1^2C^2/q^4$. The final momenta lie on an energy shell, for which $m^2w\,d\Omega=d^3q\,\delta(\text{energy})$. Hence

$$w\,d\sigma=\frac{4Z_1^2C^2}{q^4}\,
\delta\!\left(\mathbf q\cdot\mathbf v-\mathbf q\cdot\mathbf u-\frac{q^2}{2m}\right)d^3q .$$

For isotropic $\mathbf u$, the product $\mathbf q\cdot\mathbf u$ is uniform between $-qu$ and $qu$, with density $1/(2qu)$. Also $d^3q=2\pi q^2dq\,dT/(qv)$. Dividing the collision rate by $v$ gives the effective cross section per unit ion path:

$$\frac{d\sigma}{dT}=\frac{4\pi Z_1^2C^2}{v^2u}\int_{q_a}^{q_b}\frac{dq}{q^4}
=\frac{4\pi Z_1^2C^2}{3v^2u}\left(q_a^{-3}-q_b^{-3}\right). \tag{6}$$

For $T>0$, the condition $|T-q^2/2m|\le qu$ and the requirement $q\ge T/v$ set

$$q_b=m\left(\sqrt{u^2+2T/m}+u\right),\quad
q_a=\max\!\left[\frac Tv,\ m\left(\sqrt{u^2+2T/m}-u\right)\right].$$

Binding is represented by accepting only $T$ above the orbital binding energy. Let $f_2$ and $f_3$ be the resulting second and third moments divided by their values for a free electron at rest. Each orbital is assigned one speed, obtained from its kinetic energy.

| Shell | Electrons | Mean $u/v$ | $f_2$ | $f_3$ |
|---|---:|---:|---:|---:|
| K | 2 | 3.03 | 0.055 | 0.268 |
| L | 8 | 1.11 | 0.732 | 0.790 |
| M | 4 | 0.34 | 1.104 | 0.998 |

Motion lets K electrons contribute a little despite their binding. Averaging over all 14 electrons gives $\langle f_2\rangle=0.742$ and $\langle f_3\rangle=0.775$. The estimated skewness is

$$\gamma_{\rm bound}=0.203\times\frac{0.775}{(0.742)^{3/2}}=0.246 .$$

Both cumulants decrease, but the variance enters to the power $3/2$, so the skewness rises. The increase is 21% relative to the free-electron value. The single speed per orbital is an approximation. Using the full momentum distribution of each orbital lowers both K-shell factors by about 30% and raises both L-shell factors by about 10%, but changes the skewness only from 0.246 to about 0.24. The result is insensitive to the basis set but not to the thresholds. Orbital energies of the free atom exceed measured binding energies, and using roughly measured values (1839, 150 and 99.5 eV for 1s, 2s and 2p, and 13.5 and 8.15 eV for 3s and 3p) lowers 0.246 to about 0.236. The third digit is therefore not significant.

## Reading the result for a real layer

The chosen density and mean excitation energy are roughly those of silicon. Among the electronic corrections sized here, binding and motion are the largest, moving 0.20 to about 0.24. That second value is itself an estimate: it omits solid-state bands, collective excitation and electron correlation. Slowing down matters less. The mean loss is 1.24% of the ion energy, and (5) evaluated at the exit energy gives 0.2005.

The result applies to an amorphous layer, or to a crystal tilted so that the beam avoids its major axes and planes. In a crystal cut across a major axis, normal incidence is itself a channelling direction: many ions are then steered away from the atomic rows, and the electrons they meet are not independently placed. The model also omits the grouping of electrons within atoms, charge exchange and thickness variations, whose effects are not sized here. Detector noise can hide the asymmetry. Independent symmetric noise adds to $\kappa_2$ but not to $\kappa_3$. If its standard deviation equals the 2.70 keV straggling width, the variance doubles and the free-electron skewness falls to $0.203/2^{3/2}=0.072$. The main computed values are collected in the numerical output below.

## Computed values

```
Ion energy: 2.00 MeV
Layer thickness: 100 nm
Silicon atom density (rough): 50.0 nm^-3
Electron density, all 14: 700 nm^-3
Coulomb constant C: 1.43996 eV nm
Ion/electron mass ratio: 7294.3
Ion speed / light speed: 0.0328
m v^2: 548.4 eV
Maximum transfer to electron: 1096.7 eV
Collision length b0: 0.00525 nm
xi: 6652 eV
kappa2: 7.2958e+06 eV^2
Straggling width sqrt(kappa2): 2.701 keV
kappa3: 4.0008e+09 eV^3
SKEWNESS, free electrons: 0.2030
Orbit/formula ratio, kappa2: 1.00020
Orbit/formula ratio, kappa3: 1.00020
Mean excitation energy (rough): 170 eV
Soft cut Tmin: 26.4 eV
Mean loss: 24.80 keV
Skewness with soft cut, formula: 0.2104
Skewness with soft cut, distribution: 0.2104
Same at four times the thickness: 0.1052
Mean minus mode, distribution: 282 eV
Mean minus mode, estimate: 281 eV
Probability above mean + 3 widths: 2.80e-03
Probability below mean - 3 widths: 3.79e-04
Mean loss / ion energy: 1.24 %
Skewness formula at exit energy: 0.2005
Maximum transfer to nucleus: 873.3 keV
Nuclear/electronic kappa2, all angles: 0.218
Nuclear/electronic kappa3, all angles: 173.4
Skewness with all nuclear collisions: 26.3
Single-deflection limit: 5.0 degrees
Nuclear transfer at limit: 2.17 keV
Mean number of collisions beyond limit: 8.37e-04
Nuclear/electronic kappa3 within limit: 1.07e-03
Skewness within limit: 0.2031
K binding energy (UHF): 1872 eV
Skewness without K electrons: 0.2193
K shell: number 2, mean binding 1872.4 eV, mean u/v 3.03, f2 0.055, f3 0.268
L shell: number 8, mean binding 128.7 eV, mean u/v 1.11, f2 0.732, f3 0.790
M shell: number 4, mean binding 11.4 eV, mean u/v 0.34, f2 1.104, f3 0.998
Average f2 over 14 electrons: 0.742
Average f3 over 14 electrons: 0.775
Skewness, bound moving electrons: 0.2461
```
